Rode Iteration for Polar-Optical Mobility in a Two-Dimensional Channel

An electron in monolayer MoS2 at 300 K has a thermal energy kT of about 26 meV. The polar-optical phonon that scatters it carries about 48 meV. An electron below 48 meV can absorb this phonon but cannot emit it; above 48 meV it can do both. Each event moves the electron to an energy where its prospects are quite different. What mobility follows in a weak field, when no single relaxation time describes what a collision does?

**The model and its rates**

Take one parabolic, isotropic band of mass m, with two spins and two equivalent valleys. Electrons have charge −e, and the field F points along x. The phonon energy ħω does not depend on wavevector q, and the phonons stay in equilibrium with Bose number N. The sheet is freestanding.

A longitudinal optical displacement u in a cell of area A_c and Born charge Ze makes a polarisation Zeu/A_c, hence a sheet charge of magnitude ρ_q = qZeu/A_c. The sheet also polarises in response to its own potential φ, with screening length r0. Poisson's equation across the sheet is

(q² − d²/dz²)φ = δ(z)[ρ_q/ε0 − 2r0q²φ(0)].

Away from z = 0, φ decays as exp(−q|z|), so its slope jumps by −2qφ(0). Matching this to the source gives 2qφ(0) = ρ_q/ε0 − 2r0q²φ(0), or

φ(0) = ρ_q/[2ε0q(1 + r0q)].

The q in ρ_q cancels the q in the denominator. With zero-point amplitude √(ħ/2μ_rωN_c), where μ_r is the reduced mass and N_c = A/A_c the number of cells, the squared matrix element is W(q)/A:

W(q) = A_c g0²/(1 + r0q)²,  g0 = (Ze²/2ε0A_c)√(ħ/2μ_rω).

The golden rule needs a sum over final states of the same spin and valley. Since k′dk′ = (m/ħ²)dE′, the factors combine as (2π/ħ)(1/4π²)(m/ħ²)∫dθ W = (m/ħ³)⟨W⟩, where ⟨ ⟩ is the average over the scattering angle θ. Define

Γ_j(E,E′) = (m/ħ³)⟨W(q) cos jθ⟩,  j = 0, 1,
q² = k² + k′² − 2kk′cosθ.

Γ0 counts collisions; Γ1 counts how much direction survives them. Absorption multiplies both by N, emission by N + 1. Because the 2D density of states is finite at the band edge, emission switches on at E = ħω as a step.

Acoustic phonons are treated as elastic. With deformation potential Ξ, sheet mass density ρ and sound speed s, each process has squared element Ξ²ħq/(2Aρs) times its occupation factor. For ħsq ≪ kT, emission and absorption together contribute 2kT/(ħsq), q cancels, and the scattering is isotropic:

ν_el = mΞ²kT/(ħ³ρs²).

**What a relaxation time leaves out**

The simplest scheme sets τ = 1/ν, with ν the total collision rate. It treats every scattered electron as having lost its drift, although Γ1 > 0 says that some drift reappears at E ± ħω. To see where it goes, linearise the Boltzmann equation with its Pauli factors.

Let f be the Fermi function at E, f± its values at E ± ħω, and w = −df/dE = f(1−f)/kT. The perturbed occupation is f + g(E)cosθ_k, with θ_k the angle of k to the x axis. Since dk/dt = −eF/ħ and ∂f/∂k_x = −ħv cosθ_k w, the steady state obeys

eFv w cosθ_k = linearised collision gain.

For states a and b, the gain of a is S(b→a)f_b(1−f_a) − S(a→b)f_a(1−f_b). Its derivative with respect to f_a is −[S(b→a)f_b + S(a→b)(1−f_b)]. If b lies above a, going up costs N and coming down N + 1, so the bracket carries

N(1−f₊) + (N+1)f₊ = N + f₊.

If b lies below, it carries (N+1)(1−f₋) + Nf₋ = N + 1 − f₋. The out-rate is therefore

ν = ν_el + Γ0⁺(N+f₊) + Γ0⁻(N+1−f₋),

where the superscript on Γ tells whether the partner is at E + ħω or E − ħω; the lower one is absent for E < ħω.

The derivative with respect to f_b is S(b→a)(1−f_a) + S(a→b)f_a. This gives (N+1)(1−f) + Nf = N+1−f for arrivals from above, and N(1−f) + (N+1)f = N+f for arrivals from below. The source state has direction θ_k + θ, and the average of W cos(θ_k+θ) is cosθ_k⟨W cosθ⟩, because the sine part is odd in θ. Dividing out cosθ_k,

νg = −eFv w + Γ1⁺(N+1−f)g₊ + Γ1⁻(N+f)g₋.

Elastic acoustic scattering has no in-term, since an isotropic W averages to zero against cosθ.

Now write g = −eF x w with x = vτ. This defines τ(E) as the time that reproduces the true g; it is not assumed to equal 1/ν. The in-terms then contain ratios such as w₊/w, which detailed balance removes. From f/(1−f) = exp[(E_F−E)/kT] and (N+1)/N = exp(ħω/kT),

N f(1−f₊) = (N+1)f₊(1−f).

Using this relation once in each line,

kT w₊(N+1−f) = f₊(1−f₊)[(N+1)(1−f) + Nf]
= N f(1−f₊)² + N f f₊(1−f₊) = N f(1−f₊),

kT w(N+f₊) = f(1−f)[N(1−f₊) + (N+1)f₊]
= N f(1−f)(1−f₊) + N f²(1−f₊) = N f(1−f₊).

So w₊(N+1−f) = w(N+f₊). Shifting the energies down by ħω gives w₋(N+f) = w(N+1−f₋). The equation becomes

νx = v + a₊x₊ + a₋x₋,
a₊ = Γ1⁺(N+f₊),  a₋ = Γ1⁻(N+1−f₋).

The same occupation factors appear in ν and in the in-terms; only Γ0 is replaced by Γ1.

The drift velocity is half the integral of vg divided by the integral of f, the half being the average of cos²θ_k. With v²/2 = E/m, the mobility μ = −v_drift/F is

μ = (e/m) ∫Eτw dE / ∫f dE.

Integration by parts gives ∫Ew dE = ∫f dE, so a constant τ returns eτ/m.

**A tempting repair**

One might keep the in-terms but assume τ(E±ħω) = τ(E). Then x± = v±τ, and

1/τ = ν − (a₊v₊ + a₋v₋)/v.

This momentum-relaxation time is correct for elastic scattering, where the two energies coincide. Its weakness here shows near the band edge. For k ≪ k₊, q ≈ k₊ − k cosθ and W(q) ≈ W(k₊) − k cosθ W′(k₊), so ⟨W cosθ⟩ ≈ −kW′(k₊)/2. Since W′ = −2r0W/(1+r0q),

(k₊/k)⟨W cosθ⟩ ≈ W(k₊) r0k₊/(1+r0k₊).

Subtracting this from ⟨W⟩ ≈ W(k₊) leaves the fraction 1/(1+r0k₊) of the absorption rate. For r0k₊ ≫ 1 the recipe finds almost no relaxation, because it credits the electron lifted to E + ħω with the long τ of the electron that was not lifted. In fact the lifted electron can emit a phonon, with a weight larger by about (N+1)/N.

The parameters below give, at 300 K and 10¹¹ cm⁻² with polar scattering alone, 2730 cm²/Vs from 1/ν, 13,067 from the momentum-relaxation time, and 4387 from the full equation. One shortcut is 38% low and the other high by a factor of 3.0. With acoustic scattering added, the values are 781, 989 and 948 cm²/Vs. The second shortcut is then 4% high, but the polar-only case shows that this closeness does not belong to the recipe itself.

**A grid that respects the phonon**

The equation links E to E ± ħω and to nothing else. If these energies fell between grid points, x would have to be interpolated, and the detailed-balance identity, which holds for energies separated by ħω, would no longer be built into the matrix. Choose instead an integer M and

ΔE = ħω/M,  E_i = (i + ½)ΔE.

A phonon now shifts the index by M. The matrix splits into M independent ladders, each tridiagonal in its rung number. The half-step offset puts the emission threshold on a cell edge, so no midpoint sits on the step.

At the top of the grid, upward transitions would leave the range. Removing their out-rate together with their in-term keeps the truncated system number-conserving. With 14 rungs the top is at 0.672 eV, or 26kT; going to 18 rungs changed the mobility by less than one part in 10⁷.

**The iteration and why it converges**

Rode's step puts the old x into the in-terms:

x_new = (v + a₊x₊ + a₋x₋)/ν.

Starting from x = 0, the first iterate is v/ν, the naive answer. The second restores drift that survived one collision, the third drift that survived two, and so on. In matrix language this is Jacobi iteration, x_new = v/ν + Bx, where B holds the elements a±/ν.

For convergence, compare Γ1 with Γ0. Pairing the angle θ with π − θ gives

⟨W cosθ⟩ = (1/π)∫₀^{π/2} cosθ [W(q(θ)) − W(q(π−θ))] dθ.

Here q(θ) < q(π−θ) and W falls with q, so Γ1 > 0. Since W > 0 and cosθ ≤ 1, also Γ1 < Γ0. Every row sum of B is then below 1, and on a finite grid the largest, c, is below 1 too.

Let ‖ ‖ be the largest absolute component and e_n = x − x_n the error. Since e_n = Be_{n−1},

‖e_n‖ ≤ c‖e_{n−1}‖ ≤ c(‖e_n‖ + ‖x_n − x_{n−1}‖),

and hence

‖e_n‖ ≤ [c/(1−c)] ‖x_n − x_{n−1}‖.

This is a safe stopping rule. A small change between iterates would not suffice by itself, because for c near 1 the remaining error can be much larger than the last change. That danger arises when scattering is strongly forward, Γ1 ≈ Γ0, and ν_el is small. The differences obey x_{n+1} − x_n = B(x_n − x_{n−1}), and all elements of B are non-negative, so the iterates rise towards the solution from below. If W were positive but not monotonic, Γ1 could change sign. Convergence would survive, since |Γ1| < Γ0, but the steady rise need not.

Detailed balance gives a sharper rate. The identity above says w(E)a₊(E) = w(E₊)a₋(E₊), so B is symmetric in the inner product Σwν xy. In the corresponding norm each step multiplies the error by at most the spectral radius R. Moreover, reversing the sign of x on alternate rungs turns B into −B, so the eigenvalues come in pairs ±λ. This settles whether to mix old and new iterates. With mixing factor β the error factors are 1 − β + βλ, and the largest magnitude is |1−β| + βR, which is smallest at β = 1. A fixed mixing factor would slow this iteration.

**The worked case**

The rough parameters for monolayer MoS2 are m = 0.48 m_e, ħω = 48 meV, lattice constant 0.318 nm, Z = 1.0, r0 = 4.5 nm, Ξ = 3.0 eV and s = 6.7 km/s. They give a phonon amplitude of 3.37 pm per cell, g0 = 0.348 eV and N = 0.185. At 10¹¹ cm⁻² the band-edge occupation is 0.0096, so the gas is nearly nondegenerate.

At 24.5 meV the total rate is 3.45 ps⁻¹, of which 2.62 ps⁻¹ is acoustic, leaving 0.83 ps⁻¹ for absorption. Just below threshold, at 47.5 meV, the total is 3.38 ps⁻¹; at 48.5 meV it is 9.25 ps⁻¹. The time τ falls across the same interval from 0.336 to 0.121 ps. At 24.5 meV the naive time is 1/3.45 = 0.290 ps against a converged 0.326 ps; at 96.5 meV the pair is 0.122 and 0.166 ps. In-scattering therefore matters more, in proportion, at the higher of these two energies.

With ΔE = 1 meV the successive mobilities are

n = 1: 780.8 cm²/Vs
n = 2: 901.1
n = 3: 937.6
n = 4: 945.0
n = 5: 947.4
converged: 948.2

Relative to the converged value, the first is 17.7% low, the second 5.0%, the third 1.1% and the fifth 0.08%. For mobility alone, five steps are ample here. The bound on x reaches a relative 10⁻¹⁰ after 26 steps. The two convergence factors are c = 0.48 and R = 0.32. Reducing an error by 10¹⁰ at these rates would take about 32 and 20 steps, and the actual count lies between.

Steps of 4, 2 and 1 meV give 949.39, 948.40 and 948.16 cm²/Vs. The successive changes have the ratio 3.995, close to the 4 of a second-order method. Extrapolation gives 948.07, so the 1 meV grid is off by about 0.01%, far less than the parameters are uncertain. The other mobilities quoted for this model are also 1 meV values with errors of 0.01 to 0.02%, so the last digit of 13,067 and 13,338 is not significant: they lie about 1 and 2 cm²/Vs above the fine-grid limits.

**What the direct solution proves**

For the comparison, the matrix is assembled in the original g form, with factors N+1−f and N+f in the in-terms, and solved by elimination. Its mobility agrees with the iterated one to a relative 6×10⁻¹⁵. Because the iteration ran in the x form, this also confirms the detailed-balance step. It does not confirm the physics of the matrix: a wrong Γ1 would enter both solutions and leave the agreement intact.

Two further tests address that. First, Γ0 and Γ1 for absorption from 30 meV were recomputed by summing the golden rule over a Cartesian grid of final wavevectors, with the energy delta function replaced by a Gaussian of width 2 meV. Both agreed within 0.5%. Second, the nonlinear collision term, Pauli factors included, was written for separate states on a grid of 24 energies and 12 angles. It is quadratic in the occupations, so central differences give its derivative without truncation error. Solving that full system for the response to a field, with the Fermi level kT above the band edge, gave 902.739 cm²/Vs; the reduced equation on the same coarse grid gave the same six digits. That number belongs to a 16 meV step and is no prediction for the material, but it tests the angular reduction, the signs and the blocking factors where blocking matters.

With one phonon energy, tridiagonal elimination along each ladder is also cheap, and nothing forces one to iterate. Iteration becomes attractive when several phonon energies link the ladders and elimination fills in the matrix, while a Rode step still needs just the nonzero elements.

**Two mechanisms do not simply add**

Acoustic scattering alone gives 1399.5 cm²/Vs on the 1 meV grid, against 1399.4 for the limit e/(mν_el), in which the first iterate is already the solution. Adding inverse mobilities, as Matthiessen's rule does, gives

1/(1/1399.5 + 1/4387.4) = 1061 cm²/Vs,

which is 12% above the full 948. The sign of this error follows from the symmetry of the matrix. Write Lx = νx − a₊x₊ − a₋x₋ and (x,y) = Σw xy. L is symmetric in this product and, because R < 1, positive. For the solution x_s of Lx_s = v, the Cauchy–Schwarz inequality gives, for any x,

(v,x)² = (x_s,Lx)² ≤ (x_s,Lx_s)(x,Lx) = (v,x_s)(x,Lx).

So 1/(v,x_s), which is proportional to 1/μ, is the minimum of (x,Lx)/(v,x)². L is the sum of an acoustic and a polar part, and the minimum of a sum is at least the sum of the separate minima:

1/μ ≥ 1/μ_ac + 1/μ_po.

Equality needs one x that suits both mechanisms. Here the acoustic τ is constant while the polar rate has a step at threshold, so no such x exists.

At fixed density, the polar-only mobility falls from 13,338 cm²/Vs at 200 K to 4387 at 300 K and 2436 at 400 K, as phonons to absorb and electrons able to emit become more numerous. With acoustic scattering the values are 1643, 948 and 672 cm²/Vs.

**Beside a real channel**

The result, 948 cm²/Vs or 0.095 m²/Vs, describes a clean, freestanding sheet with two scattering mechanisms. Room-temperature mobilities measured in monolayer MoS2 are, very roughly, tens of cm²/Vs up to about a hundred. One assumption that real devices break is the absence of charged impurities. Their effect is hard to estimate simply. The Born approximation with static screening would give 472 cm²/Vs for 10¹⁰ impurities per cm² and 139 for 10¹¹, but it requires a weak potential. In this freestanding sheet the dimensionless strength mV(q)/ħ², with V(q) the screened impurity potential, is about 24 at the thermal wavevector, where it should be well below 1. The Born rate at E = kT is then too high by more than a factor of ten, so these two figures greatly exaggerate the loss and cannot explain the measured mobilities. Nonpolar optical phonons, with a rough coupling of 4×10⁸ eV/cm at the same 48 meV, lower the impurity-free value to 687, a 28% loss. Other intrinsic phonons are also missing from the model, and they weigh more. With rough couplings, transverse acoustic phonons (1.5 eV, 4.2 km/s) alone would lower 948 to about 650, and piezoelectric coupling to acoustic phonons (3.6×10⁻¹⁰ C/m, weakly screened in a freestanding sheet) alone to about 380. These two, the nonpolar mode and an intervalley optical phonon (2.6×10⁸ eV/cm, also placed at 48 meV) together bring it to roughly 250. The figure 948 is therefore not the intrinsic mobility of MoS2, and part of the gap to experiment is present without any impurity. A supporting dielectric would add its own phonons and change the screening; that is not estimated here.

The density of 10¹¹ cm⁻² is low for a transistor that is switched on, where 10¹² to 10¹³ cm⁻² is typical. At the lower density, static screening of the polar coupling by free carriers raises the mobility by 3%, to 977 cm²/Vs, if the long-wavelength screening constant is used at every q; this overstates the screening at larger q, and the q-dependent static response gives about 2%. At higher densities screening strengthens. The static form assumes that the carriers follow the phonon's potential without delay; at the phonon frequency they follow only in part, and the random-phase response there gives about 1%, so the 3% is an upper estimate.

The size of some other simplifications can be estimated too. With a Q valley 0.20 eV higher and five times the states, its population is about 0.2% of that in the main valleys. The largest acoustic phonon energy for an electron at E = kT is 5.0 meV, against kT = 25.9 meV; keeping the full phonon occupation there changes the acoustic rate by 0.2%. Averaged with the weight Ew that τ carries in the mobility, the collision rate ν is 5.7 ps⁻¹. This corresponds to a level broadening ħν of about 0.15kT, which would soften the sharp emission threshold.

The linear theory also needs a weak field. Equate the Joule power per electron, eμF², to the net power that a Maxwell distribution at 1.1 times the lattice temperature gives to polar phonons. This yields F = 2.8 kV/cm for 10% heating. Other loss channels are left out, so the figure is an estimate of where the low-field mobility ceases to apply, and not a sharp limit. The numerical output lists the values used here.

Computed values

```
mass 0.48 m_e, phonon 48 meV, lattice 0.318 nm
Born charge 1.0 e, screening length r0 4.5 nm
acoustic potential 3.0 eV, sound speed 6.7 km/s
T 300 K, density 1.0e+11 cm^-2, kT 25.85 meV
cell area 0.0876 nm^2, sheet mass 3.035e-06 kg/m^2
phonon amplitude 3.366 pm, coupling g0 0.3477 eV
Bose number 0.1851, Fermi level/kT -4.636, f at band edge 0.00960
acoustic rate 2.6185 1/ps; with full occupation 2.6226 1/ps
grid step 1.00 meV, 672 energies, top 0.672 eV
E 24.5 meV: rate 3.4499 1/ps, 1/rate 0.2899 ps, Rode tau 0.3255 ps
E 47.5 meV: rate 3.3848 1/ps, 1/rate 0.2954 ps, Rode tau 0.3362 ps
E 48.5 meV: rate 9.2520 1/ps, 1/rate 0.1081 ps, Rode tau 0.1209 ps
E 96.5 meV: rate 8.1713 1/ps, 1/rate 0.1224 ps, Rode tau 0.1662 ps
mobility after iteration 1: 780.8032 cm^2/Vs
mobility after iteration 2: 901.0558 cm^2/Vs
mobility after iteration 3: 937.5888 cm^2/Vs
mobility after iteration 4: 945.0258 cm^2/Vs
mobility after iteration 5: 947.3968 cm^2/Vs
mobility after iteration 6: 947.9242 cm^2/Vs
mobility after iteration 8: 948.1369 cm^2/Vs
iterations to error bound 1e-10: 26
converged Rode mobility 948.155001 cm^2/Vs
direct matrix mobility  948.155001 cm^2/Vs
relative difference 6.2e-15
row-sum bound c 0.4815, spectral radius 0.3156
mobility at 4, 2, 1 meV step: 949.3853, 948.4013, 948.1550 cm^2/Vs
ratio of grid changes 3.995, extrapolated 948.0729 cm^2/Vs
degenerate test (eta 1, coarse grid): k-space 902.73918, Rode 902.73918 cm^2/Vs
polar+acoustic: out-only 780.8, momentum-time 989.0, Rode 948.2 cm^2/Vs
polar only: out-only 2729.7, momentum-time 13066.7, Rode 4387.4 cm^2/Vs
acoustic only: 1399.5 cm^2/Vs
T 200 K: polar only 13337.9, with acoustic 1642.8 cm^2/Vs
T 300 K: polar only 4387.4, with acoustic 948.2 cm^2/Vs
T 400 K: polar only 2435.8, with acoustic 672.4 cm^2/Vs
screening wavenumber 0.3483 1/nm, statically screened mobility 977.3 cm^2/Vs
with nonpolar optical phonons (4e+08 eV/cm): 687.3 cm^2/Vs
with charged impurities 1e10, 1e11 cm^-2: 472.1, 138.9 cm^2/Vs
Q valleys: offset 0.20 eV, state ratio 5, population ratio 2.18e-03
mean rate 5.714 1/ps, broadening/kT 0.1455
largest acoustic phonon energy at E=kT: 5.03 meV
field for 10% electron heating 2.78 kV/cm
```
